\section*{The Peierls-Nabarro Edge Dislocation: Core Profile and Peierls Stress, part 2}

A straight edge dislocation lies along $z$ in the glide plane $y=0$, between two isotropic elastic half-crystals with shear modulus $\mu$ and Poisson ratio $\nu$. The facing atomic planes are a distance $d$ apart, and $b$ is the Burgers length. The faces have displacements $u_+(x)$ (upper) and $u_-(x)=-u_+(x)$ (lower) along $x$, measured from a reference state in which their atomic rows are offset by $b/2$. The disregistry $\delta=b/2+u_+-u_-$ falls from $\delta(-\infty)=b$ to $\delta(+\infty)=0$; the rows are in register at both values.

The traction between the planes is assumed to be
\begin{equation}
\tau(\delta)=\frac{\mu b}{2\pi d}\sin\frac{2\pi\delta}{b}.
\label{eq:tau}
\end{equation}
Its balance with the elastic stress is solved by $\delta(x)=b/2-(b/\pi)\arctan(x/\zeta)$, with $\zeta=d/[2(1-\nu)]$. A core centred at $s$ has disregistry $\delta(x-s)$. Part (d) used the Fourier representation
\begin{equation}
\delta'(x)=-\frac b\pi\frac{\zeta}{x^2+\zeta^2}
=-b\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,e^{-|k|\zeta}e^{ikx}.
\label{eq:lorentz}
\end{equation}

For the profile centred at zero, the misfit energy per area is
\begin{equation}
\gamma(x)=\frac{\mu b^2}{2\pi^2d}\,\frac{\zeta^2}{x^2+\zeta^2},
\label{eq:density}
\end{equation}
and the misfit energy per length of dislocation is
\begin{equation}
K=\int_{-\infty}^{\infty}\gamma(x)\,dx
=\frac{\mu b^2\zeta}{2\pi d}
=\frac{\mu b^2}{4\pi(1-\nu)} .
\label{eq:K}
\end{equation}
In the continuum neither this energy nor the elastic energy depends on $s$, so nothing resists glide. The problem now is to find the misfit energy $W(s)$ per length when the atoms have discrete positions, and the stress needed for glide.

The example has $\mu=50$ GPa, $\nu=0.30$, $b=0.25$ nm, $d=0.20$ nm, $\zeta=0.143$ nm and $K=2.22$ eV/nm. Its peak restoring traction, from part (e), is $9.95$ GPa. The "numerical core" entries in the final table refer to a numerical solution of the balance equation, which converged to the profile above.

\subsection*{(g) Which positions belong in the sum}

Locate the atoms of the two rows and replace the integral by a sum over them. State what is assumed in doing so.

\paragraph{Solution.}
Let the reference positions be $mb$ in the upper row and $(m-\tfrac12)b$ in the lower row, with $m$ any integer. The faces share the relative displacement equally:
\begin{equation}
u_+=\frac12\left(\delta-\frac b2\right),\qquad
u_-=-\frac12\left(\delta-\frac b2\right).
\end{equation}
Far to the right $\delta=0$, so $u_+=-b/4$ and $u_-=b/4$. The displaced atoms are at
\begin{equation}
mb-\frac b4\quad\text{(upper)},\qquad
\left(m-\frac12\right)b+\frac b4=mb-\frac b4\quad\text{(lower)},
\end{equation}
which coincide along $x$. Far to the left the displacements have the opposite signs. The upper atom is then at $mb+b/4$ and the lower at $mb-3b/4$. They differ by $b$, so each upper atom faces the next lower one. The rows are in register on both sides, as they should be.

A strip of width $b$ contains one upper and one lower atom. Assign to each atom half the energy of such a strip, evaluated at the atom's reference position. The two rows together occupy the sites $mb/2$, and
\begin{equation}
W(s)=\frac b2\sum_{m=-\infty}^{\infty}
\gamma\!\left(\frac{mb}{2}-s\right).
\label{eq:sum}
\end{equation}

Three assumptions enter. The profile moves rigidly and does not adjust to the lattice as $s$ changes. The elastic energy of the two halves remains that of the continuum. The misfit is sampled at reference positions, not at displaced ones. The choice of the reference state itself is a convention that linear elasticity cannot settle, because a constant displacement of a whole half-crystal costs no elastic energy. Part (j) shows that this choice matters, and that sampling at reference rather than displaced positions matters just as much.

\subsection*{(h) Carrying out the lattice sum}

Evaluate $W(s)$ in closed form. Find the positions of lowest and highest energy and the barrier between them.

\paragraph{Solution.}
Consider first a general spacing $h$ and the sum $F(s)=h\sum_m\gamma(mh-s)$. It has period $h$ in $s$ and can be expanded in the functions $e^{2\pi ins/h}$. The coefficients are
\begin{align}
F_n&=\frac1h\int_0^hF(s)e^{-2\pi ins/h}\,ds
=\sum_m\int_0^h\gamma(mh-s)e^{-2\pi ins/h}\,ds\nonumber\\
&=\int_{-\infty}^{\infty}\gamma(x)e^{2\pi inx/h}\,dx .
\label{eq:poisson}
\end{align}
In the last step $x=mh-s$. The factor $e^{-2\pi inm}$ is one, and the intervals for successive $m$ cover the whole line once. This is Poisson summation: the lattice samples the Fourier transform of the energy density at multiples of $2\pi/h$.

The inverse of the Fourier representation of a Lorentzian used in part (d) is
\begin{equation}
\int_{-\infty}^{\infty}\frac{\zeta^2}{x^2+\zeta^2}e^{ikx}\,dx
=\pi\zeta e^{-|k|\zeta}.
\end{equation}
Multiplication by the prefactor in Eq.~\eqref{eq:density} gives $F_n=Ke^{-2\pi|n|\zeta/h}$. Combining the terms with $n$ and $-n$,
\begin{equation}
F(s)=K\left[1+2\sum_{n=1}^{\infty}
e^{-2\pi n\zeta/h}\cos\frac{2\pi ns}{h}\right].
\label{eq:general}
\end{equation}

For the two rows, $h=b/2$. Define
\begin{equation}
c=\frac{4\pi\zeta}{b},\qquad
\psi=\frac{4\pi s}{b},\qquad z=e^{-c+i\psi}.
\end{equation}
The bracket in Eq.~\eqref{eq:general} is the real part of a geometric series:
\begin{align}
1+2\,\mathrm{Re}\sum_{n=1}^{\infty}z^n
&=\mathrm{Re}\,\frac{1+z}{1-z}
=\frac{1-|z|^2}{|1-z|^2}\nonumber\\
&=\frac{1-e^{-2c}}{1-2e^{-c}\cos\psi+e^{-2c}} .
\end{align}
Multiplying numerator and denominator by $e^c/2$ gives
\begin{equation}
W(s)=K\frac{\sinh c}{\cosh c-\cos(4\pi s/b)} .
\label{eq:closed}
\end{equation}

The energy is highest at $s=0$, when an atomic site lies at the centre of the core, where $\gamma(x)$ peaks. It is lowest at $s=\pm b/4$, when the centre is midway between neighbouring sites of the combined rows. The period $b/2$ makes an upper and a lower atom at the centre equivalent. This follows from sampling at reference positions; it is not a symmetry of the crystal, whose upper row is compressed and lower row stretched, and whose energy need only have period $b$. The difference is
\begin{align}
W(0)-W(b/4)
&=K\sinh c\left[\frac1{\cosh c-1}-\frac1{\cosh c+1}\right]\nonumber\\
&=\frac{2K\sinh c}{\cosh^2c-1}=\frac{2K}{\sinh c}
\simeq4Ke^{-c}.
\label{eq:barrier}
\end{align}
The last form holds for $e^{-2c}\ll1$. In the example,
\begin{equation}
c=\frac{4\pi\times0.14286}{0.25}=7.181,\qquad
e^{-c}=7.61\times10^{-4},
\end{equation}
and the barrier is
\begin{equation}
4\times2.217\ \mathrm{eV/nm}\times7.61\times10^{-4}
=6.75\ \mathrm{meV/nm}.
\end{equation}
The direct sum over atoms gives the same value to the digits shown. The barrier is small because the energy density is smooth on the scale of $b/2$, the spacing of the combined reference sites; part (j) shows that this short spacing depends on the sampling. As the core moves, the loss at some sites is nearly balanced by the gain at others.

\subsection*{(i) The Peierls stress}

Apply a uniform shear stress. Find the stress at which the dislocation can no longer rest, to leading order for a wide core, and then the first correction within the same lattice sum.

\paragraph{Solution.}
Let the applied stress be $\tau_{\rm a}$. When the centre advances by $ds$, the disregistry at fixed $x$ changes by $-\delta'(x-s)ds$. The work per length of dislocation is
\begin{equation}
\tau_{\rm a}\,ds\int_{-\infty}^{\infty}\left[-\delta'(x-s)\right]dx
=\tau_{\rm a}\,ds\left[\delta(-\infty)-\delta(+\infty)\right]
=\tau_{\rm a}b\,ds .
\end{equation}
A positive stress therefore drives the dislocation toward $+x$ with force $\tau_{\rm a}b$ per length. Rest requires $dW/ds=\tau_{\rm a}b$. Such a position exists until the applied force exceeds the steepest slope of $W$, which defines the Peierls stress
\begin{equation}
\tau_{\rm P}=\frac1b\max_s\left|\frac{dW}{ds}\right| .
\label{eq:def}
\end{equation}

For $e^{-c}\ll1$ the first harmonic of Eq.~\eqref{eq:general} dominates:
\begin{align}
W(s)&\simeq K\left[1+2e^{-c}\cos\frac{4\pi s}{b}\right],\\
\frac{dW}{ds}&\simeq-\frac{8\pi K}{b}e^{-c}\sin\frac{4\pi s}{b}.
\end{align}
The sine has magnitude one at $s=\pm b/8$. With $K$ from Eq.~\eqref{eq:K},
\begin{equation}
\tau_{\rm P}\simeq\frac{8\pi}{b^2}\,
\frac{\mu b^2}{4\pi(1-\nu)}\,e^{-c}
=\frac{2\mu}{1-\nu}\exp\left(-\frac{4\pi\zeta}{b}\right).
\label{eq:peierls}
\end{equation}

To obtain the correction, set $p=e^{-c}$ and keep all harmonics. Since $ds=b\,d\psi/4\pi$,
\begin{equation}
-\frac{dW}{ds}=\frac{8\pi K}{b}\,G(\psi),\qquad
G(\psi)=\sum_{n=1}^{\infty}np^n\sin n\psi .
\end{equation}
Near the maximum write $\psi=\pi/2+\epsilon$, where $\epsilon$ is of order $p$. Then $\sin\psi=\cos\epsilon$, $\sin2\psi=-\sin2\epsilon$ and $\sin3\psi=-\cos3\epsilon$. Through order $p^3$,
\begin{equation}
G=p\left(1-\frac{\epsilon^2}{2}\right)-4p^2\epsilon-3p^3 .
\end{equation}
Setting the derivative with respect to $\epsilon$ to zero gives $\epsilon=-4p$. Substitution yields
\begin{equation}
G_{\max}=p-8p^3+16p^3-3p^3=p+5p^3 .
\end{equation}
The fourth harmonic contributes $4p^4\sin4\epsilon$, which is already of order $p^5$, as are the other omitted terms. Hence
\begin{equation}
\tau_{\rm P}=\frac{2\mu}{1-\nu}e^{-c}
\left[1+5e^{-2c}+O(e^{-4c})\right].
\label{eq:correction}
\end{equation}

The example gives
\begin{equation}
\tau_{\rm P}=\frac{2\times50\ \mathrm{GPa}}{0.70}
\times7.61\times10^{-4}=109\ \mathrm{MPa},
\end{equation}
or $2.17\times10^{-3}\mu$. This is about one ninetieth of the peak restoring traction, $9.95$ GPa, found in part (e). Moving the core does not require all atoms to reach their greatest misfit force together.

The direct atom sum also gives 109 MPa. For a narrower core with $d/b=0.5$ it exceeds the leading formula by a relative $6.32\times10^{-4}$, in agreement with $5e^{-2c}$. These comparisons measure the error of the leading term relative to the rigid-profile sum, not relative to a real crystal.

\subsection*{(j) The effect of the sampling convention}

Repeat the calculation with the upper and lower reference sites at the same positions $mb$. Explain the change.

\paragraph{Solution.}
Each pair of atoms now carries the energy of one strip of width $b$ at one position. Equation~\eqref{eq:general} applies with $h=b$, and its leading harmonic gives
\begin{align}
\tau_{\rm P}^{(b)}
&\simeq\frac1b\,(2K)\,\frac{2\pi}{b}\,e^{-2\pi\zeta/b}
=\frac{4\pi K}{b^2}e^{-2\pi\zeta/b}\nonumber\\
&=\frac{\mu}{1-\nu}\exp\left(-\frac{2\pi\zeta}{b}\right).
\label{eq:other}
\end{align}
Its value in the example is $1.97$ GPa, about 18 times the result of part (i). The atom sum is higher by a relative $0.4\%$, as expected from Eq.~\eqref{eq:correction} with $c$ replaced by $c/2$.

The difference can be traced to interference between the rows. Separately, each offset row gives harmonics with period $b$ and weights $e^{-2\pi n\zeta/b}$. Displacing one row by $b/2$ multiplies its $n$th harmonic by $(-1)^n$. The odd harmonics of the two rows cancel, and the lowest survivor is $n=2$, with weight $e^{-4\pi\zeta/b}$. If the sites coincide, the odd harmonics add instead.

Far from the core, the two conventions can describe the same displaced atoms. Moving the upper reference sites by $-b/4$ and the lower ones by $+b/4$ makes them coincide, while opposite constant displacements restore the atoms to their places. Within the core, however, the profile is now sampled at shifted labels. This changes the relative phase of the two rows and brings back the odd harmonics, however small $b/4$ is beside $\zeta$. The ratio of Eq.~\eqref{eq:other} to Eq.~\eqref{eq:peierls} is $\tfrac12e^{2\pi\zeta/b}$, which even grows as the core widens. The cancellation is also lost if the offset rows are kept but $\gamma$ is evaluated at the displaced positions $x+u_\pm(x)$, with $x$ the reference position measured from the centre. Since $u_-=-u_+$, the two rows are then distorted in opposite senses, and their odd harmonics are no longer equal and opposite. That sum has period $b$ and gives about $1.4$ GPa in the example, more than ten times the result of part (i). Equation~\eqref{eq:peierls} consequently belongs to the symmetric reference state with offset rows, sampled at reference positions. Its exponent is not a convention-free result of the continuum equation.

\subsection*{(k) Dependence on the crystal geometry and limits of the result}

Express the exponent through $d/b$, estimate the sensitivity to the core width, and identify what the calculation leaves undecided.

\paragraph{Solution.}
Substituting $\zeta=d/[2(1-\nu)]$ into Eq.~\eqref{eq:peierls} gives
\begin{equation}
\frac{\tau_{\rm P}}{\mu}\simeq\frac{2}{1-\nu}
\exp\left[-\frac{2\pi}{1-\nu}\frac db\right].
\end{equation}
At $\nu=0.30$ this is $1.31\times10^{-2}$ for $d/b=0.6$ and $6.00\times10^{-5}$ for $d/b=1.2$. In this model, widely spaced glide planes and short Burgers vectors favour easy glide. The intermediate values are in the numerical output.

If $\zeta$ is varied through $d$ while $\mu$, $\nu$ and $b$ are fixed,
\begin{equation}
\frac{d\ln\tau_{\rm P}}{d\ln\zeta}=-\frac{4\pi\zeta}{b}=-c .
\end{equation}
For $c=7.18$, a core wider by 10\% lowers the stress by the factor $e^{-0.718}\approx0.49$. Within this model, a modest change of the width therefore alters the Peierls stress greatly. These values and this sensitivity belong to the sampling of part (g). For Eq.~\eqref{eq:other} the logarithmic derivative is $-c/2$ and the factor is $e^{-0.359}\approx0.70$. A restoring law of another shape would also change the profile, and this formula would not apply to it directly.

The rigid profile is a further limitation. In the lattice sum, the force on the profile is the smooth traction $\tau(\delta)$ multiplied by a row of sharply localized weights. The variations of these weights are not exponentially small, even though the total energy varies by an exponentially small amount after summation. If the profile is allowed to respond, the continuum is too soft at short wavelengths. The harmonics of a point force all have similar strength, while the elastic stiffness grows only as $|k|$. In linear response the energy gained is then a sum of terms of order $1/|k|$, which grows logarithmically as shorter waves are admitted. A relaxed core therefore needs a shortest wavelength, set by the atomic spacing, and nothing derived here shows that the effect of relaxation on the slope of $W$ is small compared with Eq.~\eqref{eq:peierls}.

Finally, the line was kept straight and the temperature was left out. The stress found here is the static threshold for a straight, rigid core, with the sinusoidal restoring law and the sampling of part (g). It shows how a wide core suppresses lattice resistance; a quantitative value for a particular crystal needs an atomistic treatment of the core.

\section*{Table of computed values}
\begin{verbatim}
shear modulus mu = 50.0 GPa
Poisson ratio nu = 0.30
Burgers length b = 0.250 nm
plane spacing d = 0.200 nm
core half-width zeta = 0.14286 nm
core full width 2 zeta = 0.28571 nm
delta/b at x = -5 zeta: 0.9372
delta/b at x = -1 zeta: 0.7500
delta/b at x = +0 zeta: 0.5000
delta/b at x = +1 zeta: 0.2500
delta/b at x = +5 zeta: 0.0628
peak restoring traction = 9.9472 GPa
numerical core: start deviation/b = 0.085
numerical core: final deviation/b = 2.2e-16
continuum misfit energy K = 2.2173 eV/nm
exponent c = 4 pi zeta/b = 7.1808
exp(-c) = 7.6107e-04
barrier, formula = 6.7502 meV/nm
barrier, atom sum = 6.7502 meV/nm
prefactor 2 mu/(1-nu) = 142.857 GPa
Peierls stress, formula = 108.725 MPa
Peierls stress, atom sum = 108.725 MPa
Peierls stress / mu = 2.1745e-03
centre position of steepest slope s/b = 0.1248
spacing-b sampling, formula = 1970.54 MPa
spacing-b sampling, atom sum = 1978.03 MPa
ratio spacing-b / spacing-b/2 formulas = 18.12
d/b = 0.5: relative excess, atom sum = 6.320e-04
d/b = 0.5: relative excess, 5 exp(-2c) = 6.321e-04
d/b = 0.6: tau_P/mu formula 1.309e-02, atom sum 1.309e-02
d/b = 0.8: tau_P/mu formula 2.174e-03, atom sum 2.174e-03
d/b = 1.0: tau_P/mu formula 3.612e-04, atom sum 3.612e-04
d/b = 1.2: tau_P/mu formula 5.999e-05, atom sum 5.999e-05
\end{verbatim}
